# Mulliken and Löwdin Populations as One Family, and Their Bounds

After a molecular calculation one has to decide which population analysis to print. If the numbers are to be read as occupations of the basis orbitals, each must lie between zero and two. Mulliken's analysis can return a negative population for a perfectly valid wavefunction, whereas Löwdin's cannot. Both belong to a family labelled by a real exponent \(x\), and within that family \(x=\tfrac12\) is the only member that respects these limits for every overlap matrix and every state.

## The family

Let \(\chi_1,\dots,\chi_K\) be real, normalized, linearly independent orbitals with overlap matrix \(S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle\), so that \(S_{\mu\mu}=1\). An \(N\)-electron state has the spin-summed one-particle density matrix

\[
\gamma(\mathbf r,\mathbf r')=\sum_{\mu\nu}P_{\mu\nu}\,\chi_\mu(\mathbf r)\chi_\nu(\mathbf r'),
\tag{1}
\]

with \(P\) real and symmetric. The state may be a single determinant or a correlated one. Setting \(\mathbf r'=\mathbf r\) and integrating gives

\[
N=\sum_{\mu\nu}P_{\mu\nu}S_{\nu\mu}=\operatorname{tr}PS .
\tag{2}
\]

For any nonzero coefficient vector \(c\), \(c^{T}Sc\) is the squared norm of \(\sum_\mu\chi_\mu c_\mu\), which is positive. The eigenvalues \(\lambda_k\) of \(S\) are therefore positive. With orthonormal eigenvectors \(t_k\), every real power is defined by

\[
S^x=\sum_k\lambda_k^x\,t_kt_k^{T},\qquad S^xS^{x'}=S^{x+x'} .
\tag{3}
\]

The family of populations is

\[
n_\mu(x)=\left(S^xPS^{1-x}\right)_{\mu\mu}.
\tag{4}
\]

Each member distributes all the electrons, because the trace is cyclic:

\[
\sum_\mu n_\mu(x)=\operatorname{tr}S^xPS^{1-x}=\operatorname{tr}PS^{1-x}S^x=\operatorname{tr}PS=N .
\]

Transposing a matrix leaves its diagonal unchanged, and \(S\) and \(P\) are symmetric, so \(n_\mu(x)=n_\mu(1-x)\).

**Mulliken.** Separate the diagonal terms of (2) from the overlap terms:

\[
N=\sum_\mu P_{\mu\mu}+\sum_{\mu<\nu}2P_{\mu\nu}S_{\mu\nu}.
\]

Mulliken's rule gives half of each overlap population \(2P_{\mu\nu}S_{\mu\nu}\) to each partner. Orbital \(\mu\) then receives

\[
P_{\mu\mu}+\sum_{\nu\neq\mu}P_{\mu\nu}S_{\nu\mu}=(PS)_{\mu\mu}=n_\mu(0)=n_\mu(1).
\tag{5}
\]

**Löwdin.** Here one first forms the orbitals \(\phi_\mu=\sum_\nu\chi_\nu(S^{-1/2})_{\nu\mu}\). They are orthonormal, since \(S^{-1/2}SS^{-1/2}=1\). From (1),

\[
\langle\chi_\alpha|\gamma|\chi_\beta\rangle=\sum_{\mu\nu}S_{\alpha\mu}P_{\mu\nu}S_{\nu\beta}=(SPS)_{\alpha\beta},
\tag{6}
\]

and the occupation of \(\phi_\mu\) is

\[
\langle\phi_\mu|\gamma|\phi_\mu\rangle=\left(S^{-1/2}SPSS^{-1/2}\right)_{\mu\mu}=\left(S^{1/2}PS^{1/2}\right)_{\mu\mu}=n_\mu(\tfrac12).
\tag{7}
\]

## Why \(x=\tfrac12\) is safe

For a normalized spatial orbital \(f\), \(\langle f|\gamma|f\rangle\) is the expectation value of the number of spin-up plus spin-down electrons in \(f\). By the Pauli principle each of the two number operators has eigenvalues 0 and 1, so

\[
0\le\langle f|\gamma|f\rangle\le2 .
\tag{8}
\]

The Löwdin population (7) has this form, with \(f=\phi_\mu\). Hence \(0\le n_\mu(\tfrac12)\le2\) for every basis and every state.

For the other exponents we need (8) as a matrix statement. Write \(f=\sum_\mu\chi_\mu c_\mu\) with \(c^{T}Sc=1\), and define

\[
Q=S^{1/2}PS^{1/2},\qquad d=S^{1/2}c .
\tag{9}
\]

Then \(d^{T}d=c^{T}Sc=1\), and by (6)

\[
\langle f|\gamma|f\rangle=c^{T}SPSc=d^{T}Qd .
\]

Every unit vector \(d\) occurs, since \(c=S^{-1/2}d\) can be chosen. Therefore

\[
0\le d^{T}Qd\le2\quad\text{for every unit vector }d .
\tag{10}
\]

For a closed-shell determinant of \(p=N/2\) pairs, \(P=2CC^{T}\) with \(C^{T}SC=1\). The matrix \(V=S^{1/2}C\) then has orthonormal columns, and \(Q=2VV^{T}\). Conversely, any \(p\) orthonormal columns \(V\) define a valid determinant through \(C=S^{-1/2}V\).

## What the other members measure

For general \(x\), introduce two sets of functions,

\[
a_\mu=\sum_\nu\chi_\nu(S^{x-1})_{\nu\mu},\qquad b_\mu=\sum_\nu\chi_\nu(S^{-x})_{\nu\mu}.
\]

Their mutual overlap matrix is \(S^{x-1}SS^{-x}=1\), so each set is dual to the other. By (6),

\[
\langle a_\mu|\gamma|b_\mu\rangle=\left(S^{x-1}SPSS^{-x}\right)_{\mu\mu}=n_\mu(x).
\tag{11}
\]

The population is thus a matrix element between two functions, and (8) does not directly confine it between 0 and 2 unless they are the same function. The two sets coincide when \(S^{x-1}=S^{-x}\), that is, when \(\lambda_k^{2x-1}=1\) for every \(k\). Unless the basis is orthonormal, this requires \(x=\tfrac12\). For \(x=1\), Mulliken's choice, \(a_\mu\) is the basis orbital itself and \(b_\mu\) is its dual.

Losing the protection of (8) does not yet prove that the limits are broken. For that we need the range of values that (11) can take.

## The sharp range for a given overlap matrix

Put \(y=x-\tfrac12\) and insert \(P=S^{-1/2}QS^{-1/2}\) into (4). The exponents combine to \(x-\tfrac12=y\) on the left and \(1-x-\tfrac12=-y\) on the right. With \(e_\mu\) the unit vector of orbital \(\mu\),

\[
n_\mu(x)=u^{T}Qw,\qquad u=S^{y}e_\mu,\quad w=S^{-y}e_\mu .
\tag{12}
\]

These vectors satisfy \(u^{T}w=e_\mu^{T}S^{y}S^{-y}e_\mu=1\). The product of their lengths is

\[
\kappa_\mu(x)=|u||w|=\sqrt{(S^{2x-1})_{\mu\mu}\,(S^{1-2x})_{\mu\mu}}\;\ge\;u^{T}w=1
\tag{13}
\]

by the Cauchy–Schwarz inequality. We drop the labels on \(\kappa\) for the moment.

Since \(Q\) is symmetric, \(u^{T}Qw=w^{T}Qu\), and (12) can be written as

\[
n_\mu(x)=\operatorname{tr}QM,\qquad M=\tfrac12\left(uw^{T}+wu^{T}\right)=\tfrac{\kappa}{2}\left(\hat u\hat w^{T}+\hat w\hat u^{T}\right),
\tag{14}
\]

where \(\hat u=u/|u|\), \(\hat w=w/|w|\) and \(\hat u^{T}\hat w=1/\kappa\). The matrix \(M\) gives zero on every vector orthogonal to both \(u\) and \(w\). On the sum and difference of the unit vectors it gives

\[
M(\hat u+\hat w)=\tfrac{\kappa}{2}\left(1+\tfrac1\kappa\right)(\hat u+\hat w)=\tfrac{\kappa+1}{2}(\hat u+\hat w),
\]
\[
M(\hat u-\hat w)=\tfrac{\kappa}{2}\left[\hat u\left(\tfrac1\kappa-1\right)+\hat w\left(1-\tfrac1\kappa\right)\right]=-\tfrac{\kappa-1}{2}(\hat u-\hat w).
\]

Let \(v_\pm\) be the normalized vectors along \(\hat u\pm\hat w\). If \(\kappa=1\), then \(\hat u=\hat w\) and the \(v_-\) term is absent. Equation (14) becomes

\[
n_\mu(x)=\frac{\kappa+1}{2}\,v_+^{T}Qv_+-\frac{\kappa-1}{2}\,v_-^{T}Qv_- .
\tag{15}
\]

By (10) each quadratic form lies between 0 and 2, so

\[
1-\kappa_\mu(x)\;\le\;n_\mu(x)\;\le\;1+\kappa_\mu(x).
\tag{16}
\]

For \(\kappa>1\) both ends are reached. Doubly occupy \(v_-\), leave \(v_+\) empty, and take the remaining \(p-1\) occupied vectors from the \(K-2\) dimensions orthogonal to both. This is possible for every \(1\le p\le K-1\). Then \(v_-^{T}Qv_-=2\) and \(v_+^{T}Qv_+=0\), and (15) gives \(1-\kappa\). Exchanging the roles of \(v_+\) and \(v_-\) gives \(1+\kappa\). A direct numerical search over determinants of one, two and three pairs in a random four-orbital basis at \(x=0.8\) found the range \(-0.07897\) to \(2.07897\) in each case, in agreement with (16).

## When the violation is absent

Equality in (13) requires \(u\) and \(w\) to be parallel, \(S^{y}e_\mu=\alpha S^{-y}e_\mu\), or \(S^{2y}e_\mu=\alpha e_\mu\). Expanded in the eigenvectors of \(S\), this says \(\lambda_k^{2y}=\alpha\) for every \(k\) with \(t_k^{T}e_\mu\ne0\). For \(y\neq0\) all these \(\lambda_k\) are equal, so \(e_\mu\) is itself an eigenvector of \(S\). Column \(\mu\) of \(S\) then has no off-diagonal elements: \(\chi_\mu\) is orthogonal to every other basis orbital. In that case \(u=w=e_\mu\), and \(n_\mu(x)=Q_{\mu\mu}\) does not depend on \(x\).

In all other cases \(\kappa_\mu(x)>1\) for \(x\ne\tfrac12\), and by (16) some determinant in the same basis has a negative population in orbital \(\mu\). This proves the claim. It concerns a guarantee: a particular density can have acceptable populations at \(x\neq\tfrac12\) as well. Nor does it exclude population analyses outside the family (4).

The possible violation grows with the distance from \(x=\tfrac12\). With weights \(\omega_k=(t_k^{T}e_\mu)^2\), define

\[
g(z)=\ln(S^z)_{\mu\mu}=\ln\sum_k\omega_k e^{z\ln\lambda_k}.
\]

Its second derivative is the variance of \(\ln\lambda_k\) under weights proportional to \(\omega_k\lambda_k^z\). This is positive unless \(e_\mu\) is an eigenvector of \(S\), so \(g'\) increases. From (13), \(\ln\kappa_\mu=\tfrac12[g(2y)+g(-2y)]\), and therefore

\[
\frac{d\ln\kappa_\mu}{dy}=g'(2y)-g'(-2y)>0\qquad(y>0).
\tag{17}
\]

Within \(0\le x\le1\), Mulliken's populations thus have the widest range. For them (13) reduces to

\[
\kappa_\mu(1)=\sqrt{(S^{-1})_{\mu\mu}} .
\tag{18}
\]

This has a geometric meaning. The dual function \(b_\mu=\sum_\nu\chi_\nu(S^{-1})_{\nu\mu}\) is orthogonal to all basis orbitals except \(\chi_\mu\), with which it has overlap 1, and its length is \(\sqrt{(S^{-1})_{\mu\mu}}\). The part of \(\chi_\mu\) orthogonal to all the other orbitals lies along \(b_\mu\) and has length \(1/|b_\mu|=1/\kappa_\mu(1)\). The more nearly \(\chi_\mu\) can be expressed by the rest of the basis, the wider its Mulliken range.

## Two orbitals

For two orbitals with overlap \(s\), \(S\) has eigenvalues \(1\pm s\) and eigenvectors \((1,\pm1)/\sqrt2\). Hence \((S^z)_{11}=\tfrac12[(1+s)^z+(1-s)^z]\). With \(z=2x-1\) and \(\rho=(1+s)/(1-s)\),

\[
\kappa^2=\tfrac14\left(2+\rho^{z}+\rho^{-z}\right)=\left[\tfrac12\left(\rho^{z/2}+\rho^{-z/2}\right)\right]^2 .
\]

Since \(\tfrac12\ln\rho=\operatorname{artanh}s\),

\[
\kappa(x)=\cosh\left[(2x-1)\operatorname{artanh}s\right],\qquad \kappa(1)=\frac{1}{\sqrt{1-s^2}} .
\tag{19}
\]

For small \(s\) the excess \(\kappa-1\) is \((2x-1)^2s^2/2\) to leading order. As \(|s|\to1\) it diverges for every \(x\neq\tfrac12\).

The state that reaches the lower limit for orbital 1 is simple. If \(u=S^ye_1=(\alpha,\beta)^T\), inverting \(S^y\), whose diagonal elements both equal \(\alpha\) and whose off-diagonal elements both equal \(\beta\) by the eigenvectors above, shows that \(w\) is a positive multiple of \((\alpha,-\beta)^T\). The difference \(\hat u-\hat w\) therefore points along \((0,1)^T\): one electron pair occupies the Löwdin orbital of centre 2.

Take \(s=0.6\), so that the eigenvalues of \(S\) are 1.6 and 0.4. The coefficients of the occupied orbital are the second column of \(S^{-1/2}\):

\[
c_1=\tfrac12\left(\tfrac1{\sqrt{1.6}}-\tfrac1{\sqrt{0.4}}\right)=-0.3953,\qquad
c_2=\tfrac12\left(\tfrac1{\sqrt{1.6}}+\tfrac1{\sqrt{0.4}}\right)=1.1859 .
\]

With \(P=2cc^{T}\) this gives \(P_{11}=0.3125\), \(P_{12}=-0.9375\) and \(P_{22}=2.8125\). The Mulliken populations are

\[
n_1=0.3125-0.9375\times0.6=-0.25,\qquad n_2=2.8125-0.9375\times0.6=2.25 ,
\]

while the Löwdin populations are 0 and 2. The origin of the negative number is visible in the arithmetic. The overlap population is negative, and half of it, \(-0.5625\), is charged to orbital 1, whose net population is only 0.3125. At \(x=0.75\), halfway between the two schemes, \(\operatorname{artanh}0.6=\ln2\) gives \(\kappa=\cosh(\tfrac12\ln2)=1.0607\), and the populations are \(-0.0607\) and \(2.0607\).

## Water

The limits can also be broken by an ordinary calculation. Restricted Hartree–Fock densities of water were computed at the input geometry O–H 0.96 Å, H–O–H 104.5°, with spherical \(d\) functions, the molecule in the \(yz\) plane and its twofold axis along \(z\). The populations of individual \(p\) and \(d\) orbitals depend on this choice of axes. Populations also depend on how a basis is contracted. For aug-cc-pVDZ the numbers below refer to the form in which the outermost valence primitive, being present as a separate function, is left out of the contracted functions. In STO-3G and 6-31G every Mulliken population lies between 0 and 2. In 6-31++G** the lowest is \(-0.011\). In aug-cc-pVDZ, with 41 orbitals, the lowest is \(-0.016\) and the highest 2.003. The Löwdin populations stay within the limits in all four basis sets.

The table follows the aug-cc-pVDZ density through the family; \(q_{\rm O}\) is the oxygen charge, 8 minus the sum of the populations on oxygen.

| \(x\) | lowest \(n_\mu\) | highest \(n_\mu\) | \(q_{\rm O}/e\) |
|---|---|---|---|
| 0.5 | 0.00000 | 1.901 | 0.188 |
| 0.7 | −0.00007 | 1.916 | 0.121 |
| 0.9 | 0.00000 | 1.963 | −0.104 |
| 1.0 | −0.01565 | 2.003 | −0.304 |

One population is slightly negative at \(x=0.7\), none is at \(x=0.9\), and six are at \(x=1\). The entries 0.00000 belong to the \(d_{xy}\) functions on oxygen, whose symmetry no occupied orbital shares. The negative value at \(x=0.7\) belongs to the outer \(d_{xz}\) function on oxygen, whose population is 0.00002 at \(x=\tfrac12\) and 0.00197 at \(x=1\). The range (16) widens steadily with \(x\) above \(\tfrac12\), but the populations of one given density need not move steadily within it.

The last column is a warning against reading too much into the bounds. The Löwdin charge of oxygen is positive for these basis functions, against the expectation that oxygen draws electrons from hydrogen, while the Mulliken charge is negative. The sign depends on the contraction. If the outermost valence primitives are kept in the contracted functions, the space spanned, the energy and the Mulliken charge are unchanged, but the Löwdin charge becomes \(-0.281\); the lowest Mulliken population is then \(-0.386\), on a hydrogen \(s\) function, and eleven are negative. Mixing the two contracted \(s\) functions of oxygen likewise moves the highest Mulliken population in either direction: adding \(\pm0.1\) times the second to the first and renormalizing changes it from 2.003 to 1.959 or 2.047, depending on the sign. Neither charge is converged with respect to the basis: in aug-cc-pVTZ the Mulliken charge is \(-0.443\), and the Löwdin charge, again for one particular contraction form, is 1.028. The populations at \(x=\tfrac12\) are true occupations of the Löwdin orbitals, but this does not guarantee that their sum over an atom gives a chemically sensible charge.

The Hartree–Fock density, in the orbital with the lowest Mulliken population, stays far from the lower limit that the basis permits for that orbital. The lowest Mulliken population belongs to the outer \(d_{yz}\) function on oxygen, for which (18) gives \(\kappa=2.421\). The part of this function orthogonal to all the others has length \(1/2.421=0.413\), and the lower limit is \(1-2.421=-1.421\). A ten-electron determinant built by the recipe below (16) reaches this value, while all its Löwdin populations lie between 0 and 2; their values depend on the free choice of the four remaining occupied vectors. That determinant was constructed without regard to its energy; it shows what the basis allows for this orbital, not how water behaves. Of the other 40 functions, 23 have narrower ranges and 17 wider ones, with \(\kappa\) up to 14.05 for an \(s\) function on hydrogen.

The Löwdin bounds do not rely on a single determinant. A full configuration-interaction density of water in STO-3G, which is free of further approximation only within that seven-orbital basis, has natural occupations from 0.026 to 2.000. Its Löwdin populations run from 0.887 to 1.998.

## Computed results

```
Search, 4 orbitals, x = 0.8: kappa = 1.078967
  1 pair(s): found range -0.07897 to 2.07897
  2 pair(s): found range -0.07897 to 2.07897
  3 pair(s): found range -0.07897 to 2.07897
  formula: -0.07897 to 2.07897
Two orbitals: s = 0.6, eigenvalues of S = [0.4 1.6]
  occupied orbital coefficients: -0.395285, 1.185854
  P11, P12, P22 = 0.31250, -0.93750, 2.81250
  x = 0.50: n1 = -0.00000, n2 = 2.00000 electrons
  x = 0.60: n1 = -0.00962, n2 = 2.00962 electrons
  x = 0.75: n1 = -0.06066, n2 = 2.06066 electrons
  x = 0.90: n1 = -0.15773, n2 = 2.15773 electrons
  x = 1.00: n1 = -0.25000, n2 = 2.25000 electrons
Water: O-H = 0.96 angstrom, H-O-H = 104.5 degrees
sto-3g: 7 orbitals, E(RHF) = -74.963319 hartree
  Mulliken min 0.81815, max 2.00000; Loewdin min 0.87408, max 2.00000
  full CI: E = -75.013155 hartree, natural occupations 0.02641 to 2.00000
  full CI: Loewdin min 0.88694, max 1.99832
6-31g: 13 orbitals, E(RHF) = -75.983940 hartree
  Mulliken min 0.09724, max 1.99774; Loewdin min 0.23032, max 1.99422
6-31++g**: 30 orbitals, E(RHF) = -76.030319 hartree
  Mulliken min -0.01092, max 1.99753; Loewdin min 0.00000, max 1.99334
aug-cc-pvdz: 41 orbitals, E(RHF) = -76.041257 hartree
  Mulliken min -0.01565, max 2.00289; Loewdin min 0.00000, max 1.90145
Scan in aug-cc-pVDZ (populations in electrons, charge in e):
  x = 0.5: min 0.00000, max 1.90145, negative: 0, above 2: 0, q(O) = 0.1883
  x = 0.6: min -0.00001, max 1.90504, negative: 1, above 2: 0, q(O) = 0.1718
  x = 0.7: min -0.00007, max 1.91603, negative: 1, above 2: 0, q(O) = 0.1211
  x = 0.8: min -0.00000, max 1.93509, negative: 0, above 2: 0, q(O) = 0.0321
  x = 0.9: min 0.00000, max 1.96342, negative: 0, above 2: 0, q(O) = -0.1037
  x = 1.0: min -0.01565, max 2.00289, negative: 6, above 2: 1, q(O) = -0.3038
Orbital with lowest Mulliken population: 0 O 4dyz
  RHF: Mulliken -0.01565, Loewdin 0.03243
  smallest eigenvalue of S: 0.002692
  Mulliken kappa = 2.42085, lower bound = -1.42085
  constructed state: Mulliken -1.42085, Loewdin 0.02809
```
